# The 1/q² exchange-correlation kernel of insulators and its effect on eps_inf

## Result

In an insulator, let $M$ be the static response matrix per cell to a uniform field and to lattice-periodic potentials, and let $M_s$ be the same matrix for the Kohn-Sham electrons. For wave number $q\to0$, the exchange-correlation kernel that turns the Kohn-Sham density response into the exact one has the head

$$f_{00}(q)\to\frac{F_{EE}}{q^2},\qquad F_{EE}=\frac1S-\frac1{S_s}, \tag{1}$$

where $S$ and $S_s$ are the exact and Kohn-Sham polarizabilities **at fixed periodic density**. The divergence is required whenever $S\neq S_s$. An explicit semilocal density functional with bounded coefficients has a finite kernel, hence $F_{EE}=0$. It can still change the electronic dielectric constant $\varepsilon_\infty$, through microscopic local fields, but it leaves $S_s$ as it was.

In the model chain worked out below, $\varepsilon_\infty$ is 4.40 from the Kohn-Sham response alone, 2.73 with the non-divergent part of the exact kernel, and 2.17 with the whole kernel.

## Setting and conventions

The nuclei are clamped, the temperature is zero, the ground state is non-degenerate, gapped and time-reversal symmetric, and the field is static, weak and along $x$. An electron has charge $-e$, so a field $E$ adds the potential energy $eEx$. The perturbation is

$$\lambda_E X+\lambda_G G,\qquad \lambda_E=eE,$$

with $X$ the sum of electron positions and $G$ a lattice-periodic density operator. One $G$ is written for brevity; with many, $M_{GG}$ is a matrix and $1/M_{GG}$ its inverse. A constant potential is left out of the set, since it does nothing at fixed electron number.

Let $p$ and $g$ be the changes of $\langle X\rangle$ and $\langle G\rangle$ per cell. First-order perturbation theory mixes in excited states $n$ with amplitude $-\langle n|\lambda_EX+\lambda_GG|0\rangle/(E_n-E_0)$. Hence, for $N_c$ cells,

$$\begin{pmatrix}p\\g\end{pmatrix}=-M\begin{pmatrix}\lambda_E\\\lambda_G\end{pmatrix},\quad
M_{ab}=\frac{2}{N_c}\,\mathrm{Re}\sum_{n\ne0}\frac{\langle0|A_a|n\rangle\langle n|A_b|0\rangle}{E_n-E_0}, \tag{2}$$

with $A=(X,G)$. The position operator is not periodic, but its matrix elements follow from a commutator that is:

$$\langle n|X|0\rangle=\frac{\langle n|[H,X]|0\rangle}{E_n-E_0}. \tag{3}$$

The gap keeps the denominator away from zero.

The field $E$ is the total macroscopic field, so the macroscopic Coulomb term is not part of $M$. With cell volume $\Omega$ the polarization is $P=-ep/\Omega$. For $\lambda_G=0$, $p=-M_{EE}eE$, and $P=\varepsilon_0(\varepsilon_\infty-1)E$ gives

$$\varepsilon_\infty=1+\frac{e^2}{\varepsilon_0\Omega}M_{EE}. \tag{4}$$

## First derivation: density response at small q

Apply potentials that vary as $e^{iqx}$, through the operators $B_0=\sum_i e^{iqx_i}$ and $B_G=\sum_i e^{iqx_i}G(x_i)$. With time-reversal symmetry, the response of $\langle B_a^\dagger\rangle/N_c$ to the amplitude of $B_b$ is

$$\chi_{ab}=-\frac2{N_c}\sum_{n\neq0}\frac{\langle0|B_a^\dagger|n\rangle\langle n|B_b|0\rangle}{E_n-E_0}.$$

**Powers of q.** Density operators commute with the interaction and with local potentials, so only the kinetic or hopping part enters $[H,B_0]$. For hopping elements $h_{ij}$,

$$[H,B_0]=\sum_{ij}h_{ij}\left(e^{iqx_j}-e^{iqx_i}\right)c_i^\dagger c_j .$$

The bracket is $iq(x_j-x_i)$, times a slow phase, to leading order. At $q\to0$ the sum is therefore $iq[H,X]$. Dividing by $E_n-E_0$ and using (3), $B_0$ acts between the ground and excited states as $iqX$, while $B_G$ tends to $G$. With $T=\mathrm{diag}(iq,1)$,

$$\chi\to-T^\dagger MT,\qquad \chi_s\to-T^\dagger M_sT. \tag{5}$$

The head goes as $q^2$, the wings as $q$, and the body is finite. In a metal the vanishing denominators spoil this step.

**Dyson equation.** The Kohn-Sham electrons feel the amplitudes $\lambda^s=\lambda+f\,\delta n$, chosen so that both systems have the same density change $\delta n=\chi\lambda=\chi_s\lambda^s$. Therefore

$$f=\chi_s^{-1}-\chi^{-1}.$$

From (5), $\chi^{-1}=-T^{-1}M^{-1}(T^\dagger)^{-1}$, and likewise for $\chi_s$. Subtracting,

$$f=T^{-1}F(T^\dagger)^{-1},\qquad F=M^{-1}-M_s^{-1}, \tag{6}$$

$$f_{00}=\frac{F_{EE}}{(iq)(-iq)}=\frac{F_{EE}}{q^2},\qquad f_{0G}=\frac{F_{EG}}{iq},\qquad f_{GG}=F_{GG}.$$

Here $f$ holds the microscopic Hartree terms as well as exchange and correlation. Those Hartree terms are finite at $q\to0$ because the macroscopic one was removed. The singular parts thus belong to exchange and correlation.

**Inverse head.** Since $\lambda=-M^{-1}(p,g)^T$, the element $[M^{-1}]_{EE}$ is $-\lambda_E/p$ at $g=0$. The second row of (2) with $g=0$ gives $\lambda_G=-M_{GE}\lambda_E/M_{GG}$. Inserting this in the first row,

$$p=-S\lambda_E,\qquad S=M_{EE}-\frac{M_{EG}M_{GE}}{M_{GG}}. \tag{7}$$

So $[M^{-1}]_{EE}=1/S$, and (6) gives (1). The periodic potential holds the density of each cell fixed, and $S$ measures the polarization that the field still produces.

In SI units for a three-dimensional density the head is $\Omega F_{EE}/q^2$. Relative to the Coulomb term $e^2/(\varepsilon_0q^2)$ its strength is

$$\beta=\frac{\varepsilon_0\Omega F_{EE}}{e^2}. \tag{8}$$

## Second derivation: an energy of density and polarization

This road starts at $q=0$. In a weak uniform field an insulator has a polarized, lattice-periodic state. Its energy per cell, apart from terms constant or linear in $\lambda$, is $\mathcal E(\lambda)=-\tfrac12\lambda^TM\lambda$. The derivative is the response, $a=\partial\mathcal E/\partial\lambda=-M\lambda$ with $a=(p,g)^T$. Pass to the variables $a$ by a Legendre transform, with $\lambda=-M^{-1}a$:

$$W(a)=\mathcal E-\lambda^Ta=-\tfrac12a^TM^{-1}a+a^TM^{-1}a=\tfrac12a^TM^{-1}a. \tag{9}$$

Its slope is $\partial W/\partial a=M^{-1}a=-\lambda$. The Kohn-Sham electrons have $W_s=\tfrac12a^TM_s^{-1}a$, with slope $-\lambda^s$.

Now require the Kohn-Sham system to have the same periodic density **and** the same polarization as the real one. Subtracting the slopes at equal $a$,

$$\lambda^s-\lambda=\frac{\partial(W-W_s)}{\partial a}=Fa. \tag{10}$$

The first component is an exchange-correlation electric field:

$$eE_{xc}=F_{EE}\,p+F_{EG}\,g. \tag{11}$$

At $g=0$, $p=-\Omega P/e$ turns this into $E_{xc}=-\beta P/\varepsilon_0$. For positive $\beta$ it opposes the polarization.

To recover the kernel, let the polarization vary slowly as $e^{iqx}$. A change of polarization along $x$ piles up electrons: the number per cell has amplitude $N_q=-iqp_q$, so $p_q=iN_q/q$. A potential energy $V_qe^{iqx}$ has slope $iqV_q$, which plays the part of $\lambda_E$. For $g=0$,

$$V_q=\frac{F_{EE}\,p_q}{iq}=\frac{F_{EE}}{iq}\,\frac{iN_q}{q}=\frac{F_{EE}}{q^2}N_q. \tag{12}$$

The factor is the head found in (6). One power of $1/q$ turns density into polarization, and the other turns field into potential. Fixing $g=0$ in (9) gives $W=p^2/(2S)$ by (7), hence again $F_{EE}=1/S-1/S_s$.

## What the two derivations assume

Both need a gap, a Kohn-Sham potential that reproduces the density, and invertible matrices $M$ and $M_s$.

The first needs only linear density response, and its starting relation $f=\chi_s^{-1}-\chi^{-1}$ holds at finite $q$ too. It assumes that the response expands smoothly around $q=0$. It never needs a polarized bulk state, but the meaning of the singular term stays hidden in a matrix inverse.

The second assumes that such a state exists in a uniform field, with an energy smooth in $p$ and $g$, and that slow variations can be treated cell by cell. In return it shows what is missing in a description by periodic density alone: two bulk states may share that density and differ in polarization. In a finite sample the surface charge tells them apart. At finite $q$ the same information sits in a density of order $q$, and a kernel of order $1/q^2$ is needed to read it.

**When M cannot be inverted.** Let the crystal consist of separate two-site units of length $d$, with no hopping between them. If $G$ is the occupation of the left site minus that of the right, then $X=-\tfrac d2G$ up to a constant. So $M_{EE}=\tfrac{d^2}4M_{GG}$, $M_{EG}=-\tfrac d2M_{GG}$, and $S=0$. The periodic density fixes the polarization, and (1) has no meaning. A finite kernel $F_{GG}=1/M_{GG}-1/M_{s,GG}$ gives the right $M_{GG}$, and with it the whole of $M$. At exactly zero hopping no divergent term is needed. This limit is not reached smoothly by the kernel. For a weak hopping $t'$ between units, $S$ and $S_s$ both vanish as $t'^2$, so $F_{EE}$ in general grows as $1/t'^2$. The other elements of $F$ grow with it, and their effects largely cancel in the response. Close to this limit the regular part of the kernel must not be used alone.

## What a semilocal functional can do

If the energy density depends on $n$ and $\nabla n$, its second variation contains $\delta n$ and $\nabla\delta n$ with periodic coefficients. Between waves $q+K$ and $q+K'$, with $K,K'$ reciprocal-lattice vectors, it is a polynomial in $q$. If the coefficients are bounded, the kernel is finite. Multiplying by the $q$ factors in (6) gives $F_{EE}=F_{EG}=0$.

What remains is $\lambda_G^s=\lambda_G+F_{GG}g$. For $\lambda_G=0$ the Kohn-Sham response is $g=-M_{s,GE}\lambda_E-M_{s,GG}F_{GG}g$, so

$$g=-\frac{M_{s,GE}}{1+M_{s,GG}F_{GG}}\lambda_E. \tag{13}$$

Then $p=-M_{s,EE}\lambda_E-M_{s,EG}F_{GG}g$ yields

$$M_{EE}^{\rm loc}=M_{s,EE}-\frac{M_{s,EG}^2F_{GG}}{1+M_{s,GG}F_{GG}}. \tag{14}$$

As $F_{GG}\to\infty$ this falls to $S_s$. For any finite kernel the inverse head stays $1/S_s$.

If symmetry makes $M_{EG}$ vanish in both systems, as in a chain with inversion centres on every site and $G$ built from site densities, (14) gives no change at all. Then $M_{EE}=S$, and (1) and (4) give

$$\varepsilon_\infty-1=\frac{\varepsilon_s-1}{1+\beta(\varepsilon_s-1)}, \tag{15}$$

where $\varepsilon_s$ is the Kohn-Sham value. In this case the entire correction comes from the divergent term.

The statements about finite kernels concern explicit semilocal density functionals. Hybrids and other orbital-dependent schemes are not covered.

## A chain where both responses can be computed

Take parallel chains with one orbital per site, two sites per cell, hoppings $t_1=3.3$ eV and $t_2=1.7$ eV in turn, on-site repulsion $U=6$ eV, and one electron per site. The cell length is 0.25 nm, the site spacing $d=0.125$ nm, and the area per chain 0.15 nm². $G$ is the occupation of even minus odd sites, and $t_1$ joins an even site to the odd site on its right. From (4), $e^2/(\varepsilon_0\Omega)=482.5$ eV/nm².

**Kohn-Sham side.** The exchange $c_j\to(-1)^jc_j^\dagger$ leaves the hopping unchanged, turns the site occupation $n_j$ into $2-n_j$, and changes the repulsion by a constant at this filling. So every site holds one electron, with or without $U$. The exact Kohn-Sham potential of this lattice model is constant, and its electrons are those of the bare hopping chain.

The hopping elements of the Hamiltonian are $-t_1$ and $-t_2$. Write $t_1e^{ikd}+t_2e^{-ikd}=\epsilon e^{i\phi}$. The band energies are $\pm\epsilon$, with states $(1,\mp e^{-i\phi})/\sqrt2$. Between the lower and upper band, $G$ has the element 1 and $X=i\partial_k$ has $-\phi'/2$, where

$$\epsilon^2=t_1^2+t_2^2+2t_1t_2\cos2kd,\qquad \phi'=\frac{d(t_1^2-t_2^2)}{\epsilon^2}.$$

With two spins and denominator $2\epsilon$, (2) becomes an average over $k$:

$$M_{s,EE}=\left\langle\frac{\phi'^2}{2\epsilon}\right\rangle,\quad M_{s,EG}=-\left\langle\frac{\phi'}{\epsilon}\right\rangle,\quad M_{s,GG}=\left\langle\frac2\epsilon\right\rangle.$$

**Interacting side.** Rings of 6, 8 and 10 sites were diagonalized in the full many-electron basis. The states in (2) and (3) were summed implicitly by solving linear equations with $H-E_0$. Results were averaged over boundary phases $0,\pi/2,\pi$ with weights $\tfrac14,\tfrac12,\tfrac14$, to reduce the ring-size error.

| | Kohn-Sham | interacting |
|---|---|---|
| $M_{EE}$ (nm²/eV) | 0.007050 | 0.002433 |
| $M_{EG}$ (nm/eV) | −0.05504 | −0.01765 |
| $M_{GG}$ (1/eV) | 0.6537 | 0.2393 |
| $S$ (nm²/eV) | 0.002415 | 0.001130 |

Equation (1) gives $F_{EE}=1/0.001130-1/0.002415\approx471$ eV/nm², so $\beta=471/482.5\approx0.98$. For these parameters the singular kernel is nearly as strong as the Coulomb term at the same $q$. This is not a typical strength, since it depends steeply on the repulsion: differences between open chains of 8 and 6 sites, with $S_s$ taken from Kohn-Sham chains of the same lengths, give $\beta\approx0.2$ at $U=3$ eV and 0.97 at $U=6$ eV. By (8), $\beta$ is also proportional to the assumed area per chain. The other elements are $F_{EG}=30.4$ eV/nm and $F_{GG}=4.53$ eV.

The three rings give $\varepsilon_\infty=2.159,\,2.174,\,2.174$ and $F_{EE}=478,\,468,\,471$ eV/nm². A separate estimate takes open chains of 8 and 10 sites, finds their polarizabilities from the energy lowering in a small field, and subtracts. It gives $M_{EE}=0.002417$ nm²/eV, within 1% of the ring value. Differences of the response matrices of open chains of 12 and 10 sites give $\varepsilon_\infty=2.171$, $S=0.001124$ nm²/eV, $F_{EE}=476$ eV/nm² and $F_{GG}=4.56$ eV, so the interacting entries and the elements of $F$ are uncertain by about 1%.

The divergence also appears in the density response itself. The response between sites of the 10-site ring, continued to small $q$ by assigning each pair its shortest distance, gives heads of 716 and 2854 eV at $q$ times cell length 0.2 and 0.1. Halving $q$ raises the head by a factor of 3.98. The product $q^2f_{00}$ is 457 eV/nm² at the smaller $q$, 3% below $F_{EE}$; the cause of this difference was not tested. A local kernel is very different. The mean-field energy $Un_j^2/4$ has second derivative $U/2$, which becomes $U/4=1.5$ eV for amplitudes summed over two sites, at every $q$.

## Reading the dielectric constants

| Response | $\varepsilon_\infty$ |
|---|---|
| Kohn-Sham alone | 4.40 |
| local Hartree-exchange kernel, $F_{GG}=1.5$ eV | 3.29 |
| regular part of exact kernel, $F_{GG}=4.53$ eV | 2.73 |
| right periodic density, no $E_{xc}$ | 2.88 |
| full kernel | 2.17 |

The first entry is $1+482.5\times0.007050$, and the last $1+482.5\times0.002433$. For the second, (14) gives

$$0.007050-\frac{0.05504^2\times1.5}{1+0.6537\times1.5}=0.00476\ \text{nm}^2/\text{eV}.$$

Adding the singular head and wings to the regular part lowers $\varepsilon_\infty-1$ from 1.73 to 1.17, by 32%. This share depends on the order in which parts are added. The head alone would give $0.00705/(1+471\times0.00705)=0.00163$ nm²/eV and $\varepsilon_\infty=1.79$, which is too low. The wings matter here, and (15) does not apply.

The fourth entry shows the density-polarization argument at work. Choose a periodic potential that gives the Kohn-Sham chain the exact $g$, without an exchange-correlation field. The condition $M_{s,GE}\lambda_E+M_{s,GG}\lambda_G=M_{GE}\lambda_E$ gives $\lambda_G/\lambda_E=0.0572$ nm. The polarizability is then $0.00705-0.05504\times0.0572=0.00390$ nm²/eV, not 0.00243. The density in each cell is right and the polarization is wrong. By (11) the missing field is

$$\frac{E_{xc}}E=-(F_{EE}M_{EE}+F_{EG}M_{GE})=-(1.145-0.537)=-0.61.$$

At fixed $g$ it changes the polarizability by $-0.61S_s=-0.00147$ nm²/eV, which closes the gap.

The value of $\varepsilon_\infty$ alone does not prove the divergence. The limit of (14) is $S_s=0.002415$ nm²/eV, which happens to lie within 1% of the exact $M_{EE}$. A local kernel of hundreds of eV could therefore come close to the exact $\varepsilon_\infty$ in this chain, but by (13) it would nearly suppress $g$, whereas the exact $M_{EG}$ is −0.018 nm/eV. It is $S$ that no finite kernel can correct.

The sign $F_{EE}>0$ is found for these parameters and is not proved here in general. The interacting model also has the larger fundamental gap, 4.4 eV in the 10-site ring (4.5 eV in the 8-site ring) against 3.2 eV for Kohn-Sham, but a larger gap by itself does not prove the sign.

## Beside real conjugated chains

The mean hopping of 2.5 eV, the cell length and the area are rough values for conjugated carbon chains such as polyacetylene. The hopping alternation is much stronger than there, chosen so that small rings converge; polyacetylene has an optical gap of roughly 1.5 to 2 eV. The numbers above are therefore not predictions for it. The purely on-site repulsion is a further simplification. A neighbour repulsion of 1.5 eV, at otherwise fixed parameters, raises the model's $\varepsilon_\infty$ to 2.59 in the 8-site ring and $F_{EE}$ to 535 eV/nm². These two values show the direction of the change and are not converged: the difference of open chains of 10 and 8 sites gives $\varepsilon_\infty=2.55$ and $F_{EE}$ between about 575 and 590 eV/nm², some 8 to 10% above the ring value. Without that neighbour repulsion, bonds of 0.120 and 0.130 nm at the same hoppings change $\varepsilon_\infty$ from 2.17 to 2.13. The omitted sigma electrons, eight per cell with an assumed average gap of 14 eV, would add about $(\hbar\omega_p/14\ \text{eV})^2\approx1.5$, where $\omega_p$ is their plasma frequency. Local fields between chains are also left out. At 300 K the factor $e^{-E_g/2k_BT}$, with the 3.2 eV gap, is about $10^{-27}$, and a field of 1 MV/cm drops 0.025 eV per cell, so thermal carriers and strong-field effects are small beside these. An actual semilocal calculation also approximates the ground-state potential; here that potential was exact, and the comparison isolates the kernel.
